# Casimir–Polder potential between two molecules by rotation to imaginary frequency

Two neutral, non-magnetic molecules A and B are held a distance $R$ apart in vacuum at zero temperature. Each is in a non-degenerate ground state without a permanent dipole moment. The distance is large compared with the size of either molecule, so that their charge clouds do not overlap and each couples to the field as a point electric dipole. We seek the part of the ground-state energy that depends on $R$, to lowest order in the coupling of each molecule, averaged over independent fixed orientations of the two.

We use atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, in which the speed of light is $c\approx137.04$. Polarizabilities are then volumes, in bohr³. The Hamiltonian is taken in multipolar form,

$$H=H_A+H_B+H_{\rm field}+V_A+V_B,\qquad V_A=-\boldsymbol\mu_A\cdot\mathbf E(A),\quad V_B=-\boldsymbol\mu_B\cdot\mathbf E(B).$$

There is no separate Coulomb term between the molecules. The operator $\mathbf E$ is the transverse displacement field, which outside the molecules equals the electric field:

$$\mathbf E(\mathbf r)=i\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi\omega_k}{V}}\;\mathbf e_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}-a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right),\qquad \omega_k=ck,$$

with quantization volume $V$ and real polarization vectors $\mathbf e_{\mathbf k\lambda}$.

## (a) The energy of A in its environment

**Treat B and the field together as the environment of A. Express the energy of A, to second order in $V_A$, through the response of the field at A to a classical dipole placed there.**

Let $|G\rangle$ be the ground state of $H_B+H_{\rm field}+V_B$ and $|N\rangle$ its excited states, with excitation energies $\Omega_N$. Let $|n\rangle$ be the excited states of A, with excitation energies $\omega_n$. The first-order energy vanishes because $\langle0|\boldsymbol\mu_A|0\rangle=0$. At second order, intermediate states with A unexcited drop out for the same reason. Those with the environment left in $|G\rangle$ carry $\langle G|\mathbf E(A)|G\rangle$, the static field of the mean dipole of B, which vanishes at the order kept because B has no permanent dipole. The second-order energy is

$$\Delta E=-\sum_{n,N}\frac{|\langle n|\boldsymbol\mu_A|0\rangle\cdot\langle N|\mathbf E(A)|G\rangle|^2}{\omega_n+\Omega_N}.$$

This is linear in the tensor $\langle0|\mu_i|n\rangle\langle n|\mu_j|0\rangle$. Its average over orientations is unchanged by any rotation, so it is a multiple of $\delta_{ij}$. Rotations preserve the trace, so the average is $\delta_{ij}|\boldsymbol\mu_n|^2/3$, and

$$\Delta E=-\sum_n\frac{|\boldsymbol\mu_n|^2}{3}\sum_N\frac{|\langle N|\mathbf E(A)|G\rangle|^2}{\omega_n+\Omega_N}.$$

Now add a weak classical dipole at A, through the term $-\mathbf p(t)\cdot\mathbf E(A)$. A component $\mathbf p\,e^{-i\omega t}$, switched on slowly from the distant past, gives the state $|N\rangle$ the first-order amplitude

$$\frac{p_j\langle N|E_j|G\rangle}{\Omega_N-\omega-i0}\,e^{-i\omega t}.$$

The component $\mathbf p^*e^{i\omega t}$, needed to make the dipole real, gives a similar amplitude with $\omega\to-\omega$. Its complex conjugate also enters the mean field at $e^{-i\omega t}$. Hence $\langle E_i\rangle=G_{ij}(\omega)p_j$, with

$$G_{ij}(\omega)=\sum_N\left[\frac{\langle G|E_i|N\rangle\langle N|E_j|G\rangle}{\Omega_N-\omega-i0}+\frac{\langle G|E_j|N\rangle\langle N|E_i|G\rangle}{\Omega_N+\omega+i0}\right].$$

For $\omega>0$ the second term has no singularity. Since $1/(y-i0)=P(1/y)+i\pi\delta(y)$, the first gives

$$\operatorname{Im}\operatorname{Tr}G(\omega)=\pi\sum_N|\langle N|\mathbf E(A)|G\rangle|^2\,\delta(\omega-\Omega_N).$$

The sum over $N$ therefore becomes an integral:

$$\Delta E=-\frac1\pi\sum_n\frac{|\boldsymbol\mu_n|^2}{3}\int_0^\infty d\omega\,\frac{\operatorname{Im}\operatorname{Tr}G(\omega)}{\omega+\omega_n}.\tag{1}$$

## (b) What B adds to the response

**Find the part of $G$ that depends on $R$, to second order in $\boldsymbol\mu_B$.**

The field Hamiltonian is quadratic and its coupling to dipoles is linear. The Heisenberg field is therefore the free field plus the fields radiated by the dipoles. Let $T_{ij}(\omega)$ be the field at one molecule due to a unit dipole at the other. It is the same in both directions, because it is even in $\mathbf R$.

The classical dipole at A produces the mean field $T\mathbf p$ at B. To first order in $V_B$, the dipole operator of B responds linearly to the field operator at B. The vacuum part of that field averages to zero, which leaves $\langle\boldsymbol\mu_B\rangle=\alpha_BT\mathbf p$. This dipole radiates back to A, so

$$\delta G=T\alpha_BT,\qquad \operatorname{Tr}\delta G=\alpha_B(\omega)\operatorname{Tr}T^2(\omega).\tag{2}$$

The response formula of part (a), applied to a molecule and averaged over its orientations, gives

$$\alpha(\omega)=\sum_n\frac{|\boldsymbol\mu_n|^2}{3}\left[\frac1{\omega_n-\omega-i0}+\frac1{\omega_n+\omega+i0}\right]=\sum_n\frac{2\omega_n|\boldsymbol\mu_n|^2/3}{\omega_n^2-(\omega+i0)^2}.\tag{3}$$

The remaining part of $G$ at this order is the field that $\mathbf p$ produces at its own position without B. It gives a self-energy of A independent of $R$. The energy of B with the field alone does not depend on $R$ either. The interaction energy $U(R)$ is thus (1) with $\delta G$ in place of $G$.

## (c) The field of a dipole

**Obtain $T$ from the field modes, for frequencies in the upper half plane.**

The response formula for the free field has one-photon intermediate states with $\Omega_N=\omega_k$. In its second term we replace $\mathbf k$ by $-\mathbf k$, so that both terms carry $e^{i\mathbf k\cdot\mathbf R}$. The polarization sum is $\sum_\lambda e_ie_j=\delta_{ij}-\hat k_i\hat k_j$. Then

$$T_{ij}=\sum_{\mathbf k}\frac{2\pi\omega_k}{V}(\delta_{ij}-\hat k_i\hat k_j)\,e^{i\mathbf k\cdot\mathbf R}\,\frac{2\omega_k}{\omega_k^2-\omega^2}.$$

Set $\kappa=-i\omega/c$, whose real part is positive when $\operatorname{Im}\omega>0$. Then $\omega_k^2-\omega^2=c^2(k^2+\kappa^2)$. With $\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3$,

$$T_{ij}=4\pi\int\frac{d^3k}{(2\pi)^3}\,\frac{k^2\delta_{ij}-k_ik_j}{k^2+\kappa^2}\,e^{i\mathbf k\cdot\mathbf R}=(\partial_i\partial_j-\delta_{ij}\nabla^2)f,\qquad f=\frac{e^{-\kappa R}}R.$$

The last step replaces $k_ik_j$ by $-\partial_i\partial_j$. It also uses that $f$ solves $(-\nabla^2+\kappa^2)f=4\pi\delta(\mathbf R)$, whose Fourier transform is $4\pi/(k^2+\kappa^2)$.

Let $x=\kappa R$. Away from the origin $\nabla^2f=\kappa^2f$, and

$$f'=-\frac{(1+x)e^{-x}}{R^2},\qquad f''=\kappa^2f-\frac{2f'}R=\frac{(2+2x+x^2)e^{-x}}{R^3}.$$

The second derivative of $f$ along $\mathbf R$ is $f''$, and across $\mathbf R$ it is $f'/R$. Subtracting $\nabla^2f=x^2e^{-x}/R^3$ from each gives

$$T_\parallel=\frac{2(1+x)e^{-x}}{R^3},\qquad T_\perp=-\frac{(1+x+x^2)e^{-x}}{R^3},\tag{4}$$

with two equal transverse elements. At $x=0$ these are the static dipole fields $2/R^3$ and $-1/R^3$. At real frequency $x=-i\omega R/c$, so $e^{-x}=e^{i\omega R/c}$ is an outgoing wave. At $\omega=iu$ with $u>0$, $x=uR/c$ is positive and the field is real and decays without oscillating.

## (d) The rotation

**Turn the frequency integral onto the imaginary axis and find $U(R)$.**

At large real $\omega$, $\operatorname{Tr}T^2$ grows as $\omega^4$ times $e^{2i\omega R/c}$. The factors $\alpha_B$ and $1/(\omega+\omega_n)$ fall as $\omega^{-2}$ and $\omega^{-1}$. The integrand oscillates with an amplitude that grows as $\omega$, so the integral does not converge as it stands. This comes from using point dipoles at wavelengths shorter than a molecule, where the coupling of a real molecule falls off. We insert a factor $e^{-\eta\omega}$ with $\eta>0$ to represent that fall-off, and let $\eta\to0$ at the end.

The factor $e^{-\eta\omega}/(\omega+\omega_n)$ is real on the real axis, so the imaginary part may be taken after integrating

$$F(\omega)=\frac{e^{-\eta\omega}}{\omega+\omega_n}\,\alpha_B(\omega)\operatorname{Tr}T^2(\omega).$$

The poles of $\alpha_B$ lie just below the real axis by (3), and the pole at $-\omega_n$ is on the negative axis. $T$ is a polynomial in $\omega$ times an exponential. The first quadrant is therefore free of singularities.

On a large arc $\omega=\rho e^{i\theta}$ with $0\le\theta\le\pi/2$,

$$|e^{-\eta\omega}e^{2i\omega R/c}|=e^{-\rho[\eta\cos\theta+(2R/c)\sin\theta]}\le e^{-\rho\min(\eta,\,2R/c)},$$

because $\cos\theta+\sin\theta\ge1$. The exponential suppresses the powers of $\rho$, and the arc contributes nothing as $\rho\to\infty$. Cauchy's theorem then gives

$$\int_0^\infty d\omega\,F(\omega)=i\int_0^\infty du\,F(iu).$$

On the imaginary axis $\alpha_B(iu)$ and $\operatorname{Tr}T^2(iu)$ are real. Since $e^{-2uR/c}$ makes the integral converge and $|e^{-i\eta u}|=1$, the limit $\eta\to0$ may be taken under the integral:

$$\operatorname{Im}\frac{i\,e^{-i\eta u}}{\omega_n+iu}\;\to\;\operatorname{Re}\frac1{\omega_n+iu}=\frac{\omega_n}{\omega_n^2+u^2}.$$

By (3), $\sum_n(|\boldsymbol\mu_n|^2/3)\,\omega_n/(\omega_n^2+u^2)=\tfrac12\alpha_A(iu)$. Equation (1) becomes

$$U=-\frac1{2\pi}\int_0^\infty du\,\alpha_A(iu)\,\alpha_B(iu)\operatorname{Tr}T^2(iu).$$

A and B now enter alike, although they were treated differently at the start. From (4),

$$\begin{aligned}R^6e^{2x}\operatorname{Tr}T^2&=4(1+x)^2+2(1+x+x^2)^2\\&=(4+8x+4x^2)+(2+4x+6x^2+4x^3+2x^4)\\&=2(3+6x+5x^2+2x^3+x^4).\end{aligned}$$

With $\hbar$ restored, the result is

$$\boxed{U(R)=-\frac{\hbar}{\pi R^6}\int_0^\infty du\,\alpha_A(iu)\,\alpha_B(iu)\,K\!\left(\frac{uR}c\right),\quad K(x)=e^{-2x}(3+6x+5x^2+2x^3+x^4).}\tag{5}$$

By (3), $\alpha(iu)$ is positive for a ground state, and $K$ is positive, so $U$ is negative. If A were excited, at least one $\omega_n$ would be negative, $1/(\omega+\omega_n)$ would have a pole on the positive axis, and (5) would not follow.

## (e) Short distances

**Find the limit of $U$ for $R\ll c/\omega$, with $\omega$ the typical transition frequencies, and the first effect of retardation.**

Write the polarizability as a sum of lines,

$$\alpha_A(iu)=\sum_a\frac{\alpha_a\omega_a^2}{\omega_a^2+u^2},\qquad \alpha_a=\frac{2|\boldsymbol\mu_a|^2}{3\omega_a},$$

and likewise for B with index $b$. The product $\alpha_A\alpha_B$ is appreciable for $u$ up to the transition frequencies, where $x=uR/c\ll1$. Using $e^{-2x}=1-2x+2x^2-\tfrac43x^3+\dots$,

$$K=3+(6-6)x+(5-12+6)x^2+(2-10+12-4)x^3+\dots=3-x^2+O(x^4).$$

Therefore

$$U\simeq-\frac{C_6}{R^6}+\frac W{R^4},\qquad C_6=\frac3\pi\int_0^\infty\alpha_A\alpha_B\,du,\quad W=\frac1{\pi c^2}\int_0^\infty u^2\alpha_A\alpha_B\,du.\tag{6}$$

Both integrals converge for a finite set of lines, since $\alpha_A\alpha_B$ falls as $u^{-4}$. The expansion cannot be carried to $x^4$ under the integral, because $\int u^4\alpha_A\alpha_B\,du$ diverges. The next term comes instead from $u\sim c/R$, where $\alpha(iu)\simeq S/u^2$ with $S=\sum_a\alpha_a\omega_a^2$ in the line notation below. Since $\int_0^\infty(K-3+x^2)\,x^{-4}dx=7/6$, this term is $-7S_AS_B/(6\pi c^3R^3)$, of relative order $(R/c)^3$ and not $(R/c)^4$. Partial fractions give

$$\int_0^\infty\frac{du}{(\omega_a^2+u^2)(\omega_b^2+u^2)}=\frac{\pi}{2}\,\frac{1/\omega_a-1/\omega_b}{\omega_b^2-\omega_a^2}=\frac{\pi}{2\omega_a\omega_b(\omega_a+\omega_b)},$$

$$\int_0^\infty\frac{u^2\,du}{(\omega_a^2+u^2)(\omega_b^2+u^2)}=\frac{\pi}{2}\,\frac{\omega_b-\omega_a}{\omega_b^2-\omega_a^2}=\frac{\pi}{2(\omega_a+\omega_b)}.$$

Equal frequencies follow as a limit. Hence

$$C_6=\frac32\sum_{ab}\frac{\alpha_a\alpha_b\omega_a\omega_b}{\omega_a+\omega_b}=\frac23\sum_{ab}\frac{|\boldsymbol\mu_a|^2|\boldsymbol\mu_b|^2}{\omega_a+\omega_b},\qquad W=\frac1{2c^2}\sum_{ab}\frac{\alpha_a\alpha_b\omega_a^2\omega_b^2}{\omega_a+\omega_b}.\tag{7}$$

This $C_6$ is London's coefficient, with $\omega_a+\omega_b$ the energy needed to excite both molecules. The term $W/R^4$ is positive and weakens the attraction. "Short" here still means well outside both molecules. Higher multipoles, left out of (5), matter even where overlap is negligible. For two hydrogen atoms $C_6=6.50$, $C_8=124.4$ and $Wc^2=0.463$ in atomic units. At 10 bohr the dipole–quadrupole term $C_8/R^8$ is then 19 % of the London term and $W/R^4$ only 0.04 %; the two become equal at 47 bohr.

## (f) Long distances

**Find the limit of $U$ for $R\gg c/\omega$ and its leading correction.**

Put $u=cx/R$ in (5):

$$U=-\frac{c}{\pi R^7}\int_0^\infty dx\,K(x)\,\alpha_A\!\left(\frac{icx}R\right)\alpha_B\!\left(\frac{icx}R\right).\tag{8}$$

The factor $K$ limits $x$ to a few units, so both polarizabilities tend to their static values once $R\gg c/\omega$ holds for the lowest transition frequency that contributes. With $\int_0^\infty x^me^{-2x}dx=m!/2^{m+1}$,

$$\int_0^\infty K\,dx=\frac32+\frac64+\frac{10}8+\frac{12}{16}+\frac{24}{32}=\frac{23}4,$$

and, with $\hbar$ restored,

$$\boxed{U\to-\frac{23\,\hbar c\,\alpha_A(0)\,\alpha_B(0)}{4\pi R^7}.}$$

The extra power of $1/R$ arises because the range of imaginary frequencies that contribute is set by $c/R$ and no longer by the molecules. The transition frequencies then matter through the static polarizabilities alone at leading order. Zero temperature requires $k_BT\ll\hbar c/R$, so that field modes of frequency near $c/R$ are not thermally excited. This condition becomes stricter as $R$ grows.

For the correction, expand each line to first order in $u^2$: $\alpha(iu)\simeq\alpha(0)(1-qu^2)$, where $q$ is the mean of $1/\omega^2$ weighted by the static shares of the lines. A weak line of low frequency, such as a vibrational one, can dominate $q$, and the expansion holds only for $R\gg c/\omega$ of that line. If molecule A of part (h) is given an extra line of 0.3 bohr³ at 0.006 hartree, then at 10 000 bohr the correction (9) below gives $-0.43$ while the full integral gives $-0.025$. The required moment is

$$\int_0^\infty x^2K\,dx=\frac68+\frac{36}{16}+\frac{120}{32}+\frac{240}{64}+\frac{720}{128}=\frac{129}8.$$

Dividing by $23/4$, the correction relative to the long-distance law is

$$-\frac{129}{46}\left(\frac cR\right)^2(q_A+q_B).\tag{9}$$

## (g) Between the limits

**Show that $|U|$ lies below both limiting laws, and that the local exponent $\nu=-d\ln|U|/d\ln R$ lies between 6 and 7.**

Differentiating $K$,

$$K'=e^{-2x}\left[(6+10x+6x^2+4x^3)-2(3+6x+5x^2+2x^3+x^4)\right]=-2xe^{-2x}(1+2x+x^3),$$

which is negative for $x>0$. By (5), $R^6|U|$ decreases with $R$ from its short-distance value $C_6$. Hence $|U|<C_6/R^6$ and $\nu>6$.

In (8), $R$ appears inside the integral through $\alpha(icx/R)$ alone. Each $\alpha(iu)$ decreases with $u$, so it increases with $R$. Thus $R^7|U|$ rises towards its long-distance limit. Hence $|U|$ is below that law too, and $\nu<7$.

## (h) A worked example

**Molecule A has lines at 0.4 and 0.8 hartree with static shares 6 and 4 bohr³. Molecule B has one line at 0.5 hartree with 15 bohr³. Follow $U$ from 10 to 10 000 bohr.**

These are round model parameters, and overlap and higher multipoles are neglected throughout. For real molecules the row at 10 bohr would be changed far more by the $C_8$ term than by retardation. From (7),

$$C_6=1.5\left[\frac{6\cdot15\cdot0.4\cdot0.5}{0.9}+\frac{4\cdot15\cdot0.8\cdot0.5}{1.3}\right]=1.5\,(20+18.46)=57.69\ \text{hartree bohr}^6,$$

$$W=\frac1{2(137.04)^2}\left[\frac{90\cdot0.16\cdot0.25}{0.9}+\frac{60\cdot0.64\cdot0.25}{1.3}\right]=3.03\times10^{-4}\ \text{hartree bohr}^4.$$

The static polarizabilities are 10 and 15 bohr³, so the long-distance coefficient is

$$C_7=\frac{23\cdot137.04\cdot10\cdot15}{4\pi}=3.762\times10^4\ \text{hartree bohr}^7.$$

The two limiting laws cross at $R=C_7/C_6=652$ bohr, or 34.5 nm.

The table comes from (5), integrated by 400-point Gauss–Legendre quadrature after mapping $0<u<\infty$ to a finite interval. The exponent $\nu$ is a centred difference of $\ln|U|$ with steps of 0.001 in $\ln R$.

| $R$ (bohr) | $U$ (hartree) | $\lvert U\rvert R^6/C_6$ | $\lvert U\rvert R^7/C_7$ | $\nu$ |
|---:|---:|---:|---:|---:|
| 10 | $-5.766\times10^{-5}$ | 0.9995 | 0.015 | 6.00 |
| 100 | $-5.580\times10^{-11}$ | 0.967 | 0.148 | 6.05 |
| 300 | $-6.649\times10^{-14}$ | 0.840 | 0.386 | 6.23 |
| 652.12 | $-4.791\times10^{-16}$ | 0.639 | 0.639 | 6.49 |
| 1000 | $-2.895\times10^{-17}$ | 0.502 | 0.769 | 6.64 |
| 3000 | $-1.646\times10^{-20}$ | 0.208 | 0.957 | 6.92 |
| 10 000 | $-3.746\times10^{-24}$ | 0.065 | 0.996 | 6.99 |

At 10 bohr, (6) predicts a reduction of London's energy by $WR^2/C_6=5.3\times10^{-4}$, close to the 0.05 % in the table. The full integral gives $4.9\times10^{-4}$, and the difference of $3\times10^{-5}$ is mainly the $R^{-3}$ term. At 100 bohr it predicts 5.3 %, but the full integral gives 3.3 %, so the first correction alone is no longer adequate.

At long distance,

$$q_A=\frac{6/0.4^2+4/0.8^2}{10}=4.375,\qquad q_B=\frac1{0.5^2}=4\quad\text{hartree}^{-2}.$$

At 10 000 bohr, (9) gives $-2.804\,(0.013704)^2(8.375)=-0.0044$ relative to the long-distance law, in agreement with the ratio 0.996.

The change between the two laws is gradual. For the line of B, $c/\omega=274$ bohr, and at 300 bohr retardation has removed 16 % of London's energy. At the crossing, the interaction is 64 % of what either law gives, so joining the two laws at that point would overestimate the attraction there by a factor of about 1.6.

All numerical values are calculated from the stated model.
